# Does a missing sulfur atom make monolayer MoS2 magnetic?

## Question

Each sulfur atom in monolayer MoS2 is bonded to three molybdenum atoms. If I remove one sulfur atom, three bonds are broken and three Mo orbitals are left dangling. I would expect unpaired electrons there, and therefore a magnetic moment at every isolated, neutral vacancy.

Is that right? If the electrons pair up instead, what makes them do so? Coulomb repulsion should keep them on different Mo atoms, and exchange should then align their spins.

## Answer

No. A broken bond leaves an orbital, but a moment needs an unpaired electron. You have to count the electrons, find the order of the levels they enter, and then compare the level splitting with exchange. For the neutral vacancy the three steps together lead to spin zero, under conditions that can be stated.

### How many electrons stay behind?

Consider the missing atom's one $s$ and three $p$ orbitals, together with the three Mo orbitals ("lobes") that pointed at it. The sulfur levels lie below the lobe levels. Bonding pushes the four sulfur-like levels down and the three lobe-like levels up. In the intact crystal the four lower levels are full, which takes 8 electrons.

A neutral sulfur atom leaves with its 6 valence electrons, so $8-6=2$ remain. Counting from the metal side agrees: each Mo formally gives 4 electrons to its six bonds, or $4/6$ per bond, and three broken bonds return $3\times 4/6=2$.

So there are two electrons for three lobes, not one per lobe. An even number rules out spin 1/2, but it still allows $S=1$. Parity alone does not settle the question.

### Which level is lowest?

Call the lobes $\phi_1,\phi_2,\phi_3$ and treat them as orthonormal. With threefold symmetry, every pair has the same hopping element $-t$:

$$h\phi_i=-t\sum_{j\ne i}\phi_j .$$

The in-phase combination $a_1=(\phi_1+\phi_2+\phi_3)/\sqrt3$ receives $-t$ from two neighbours. A combination $\sum_i w_i\phi_i$ with $\sum_i w_i=0$ receives $-t\sum_{j\neq i}w_j=+t\,w_i$ on site $i$. There are two independent combinations of this kind, so

$$E(a_1)=-2t,\qquad E(e)=+t\ \text{(twice)},\qquad \Delta=3t .$$

The singlet level $a_1$ is lowest if $t>0$. The sign can be made plausible from the shape of the lobes. Put $x$ along the line joining two Mo atoms and $z$ from its midpoint toward the vacancy. Model each lobe as a $d$ orbital with angular part $[3(\mathbf n\cdot\mathbf r)^2-r^2]/2$, where $\mathbf n=(\pm\cos\theta,0,\sin\theta)$ and $\mathbf r$ starts at its own atom. Matching the coefficients of $x^2,y^2,z^2$ and $xz$ gives

$$\frac{3(\mathbf n\cdot\mathbf r)^2-r^2}{2}=a\,\frac{3x^2-r^2}{2}\pm b\,\sqrt3\,xz+c\,\frac{\sqrt3}{2}(z^2-y^2),$$

$$a=\frac{3\cos^2\theta-1}{2},\quad b=\sqrt3\sin\theta\cos\theta,\quad c=\frac{\sqrt3}{2}\sin^2\theta .$$

The three parts have $\sigma$, $\pi$ and $\delta$ symmetry about the Mo–Mo axis, so different parts do not overlap. The $\pi$ coefficients of the two lobes have opposite signs, hence

$$S=a^2S_\sigma-b^2S_\pi+c^2S_\delta .$$

With rough distances of 0.316 nm (Mo–Mo) and 0.241 nm (Mo–S), $\theta=49^\circ$. For Slater-type $4d$ orbitals with a rough exponent of 35 nm$^{-1}$, numerical integration gives

$$S=0.021(0.152)-0.735(-0.110)+0.244(0.020)\approx0.089 .$$

The overlap is positive, mostly because the two minus signs in the $\pi$ term cancel. The lobe shape is an idealization: six such $d$ orbitals on one Mo are linearly dependent, and each overlaps three of its neighbours by $-0.47$. The $d$ part of the trigonal-prismatic $d^4sp$ hybrid, with the same exponent, gives $S\approx0.10$, the same sign.

To connect overlap with energy, let $\phi_2$ be an eigenfunction of its own atom, $(T+v_2)\phi_2=\varepsilon\phi_2$. Then

$$\langle\phi_1|T+v_1+v_2|\phi_2\rangle=\varepsilon S+\beta,\qquad \beta=\langle\phi_1|v_1|\phi_2\rangle .$$

The third atom adds $\gamma=\langle\phi_1|v_3|\phi_2\rangle$ to this element, and the two neighbours shift the diagonal by $\alpha=\langle\phi_1|v_2+v_3|\phi_1\rangle$. Dividing by the norms gives $\varepsilon+(\alpha+2\beta+2\gamma)/(1+2S)$ for $a_1$ and $\varepsilon+(\alpha-\beta-\gamma)/(1-S)$ for $e$, so

$$E(e)-E(a_1)=-\frac{3(\beta+\gamma-\alpha S)}{(1+2S)(1-S)} .$$

The shift $\alpha$ does not cancel, because the two norms differ, and $a_1$ is lowest when $\beta+\gamma<\alpha S$. For $v$ I took the potential that has the Slater function as an exact eigenfunction, $v(r)=(\hbar^2/m)(3/r^2-4\zeta/r)$ with $\zeta$ the exponent. The integrals then come out as $\beta\approx-4.54$, $\gamma\approx-3.35$ and $\alpha S\approx-5.57$ eV, so $\beta+\gamma-\alpha S\approx-2.3$ eV, which puts $a_1$ below $e$. The order is the same for exponents of 25 and 45 nm$^{-1}$. It is the result of a partial cancellation: without $\gamma$ the order would be reversed. This supports the sign of the hopping only. The potential is an unscreened Coulomb tail of charge about 7, and the splitting it implies is about 6.5 eV, five times the value used below. This size depends strongly on the exponent: it is about 10.5, 2.1 and 0.5 eV for 25, 45 and 54 nm$^{-1}$, where $S$ is 0.27, 0.019 and 0.004, with $a_1$ lowest in each case. Damping the potentials with a factor $e^{-r/R}$ or $e^{-r^2/R^2}$, or cutting them at $R$ and shifting them to zero there, with $R$ from 0.15 to 0.25 nm, and re-evaluating the Hamiltonian on the same orbitals, keeps $a_1$ lowest and gives 2.5 to 5.6 eV. An abrupt cut without a shift gives about $-2$ eV at 0.15 nm, which is the reversed order, and more than 10 eV at 0.25 nm, so the sign is plausible rather than proven. The size in the crystal also depends on paths through other atoms, so I treat $t$ as an input.

### Can repulsion unpair the electrons?

This is the serious part of your objection. Let $U$ be the repulsion of two electrons on one lobe, $V$ that on two different lobes, and $u=U-V\ge0$. Let $K\ge0$ be the exchange integral between lobes. The same integral, for real orbitals, also moves a pair from one lobe to another. Other two-electron integrals are neglected at first.

**Triplet.** The spin part is symmetric, so the orbital part must be antisymmetric: $A_{ij}=(\phi_i\phi_j-\phi_j\phi_i)/\sqrt2$. Double occupation is impossible. The interaction energy is $V-K$, the minus sign coming from the exchange of the two electrons. Hopping acts on either electron:

$$hA_{12}=-t(A_{32}+A_{13})=+t(A_{23}+A_{31}),$$

because $A_{ij}=-A_{ji}$. The three states therefore form a ring with hopping $+t$, whose energies are $2t,-t,-t$. The lowest triplet has

$$E_T=V-K-t .$$

Its hopping energy is that of one electron in $a_1$ and one in $e$: $-2t+t=-t$.

**Singlet.** Now the orbital part is symmetric. The fully symmetric states are

$$D=\frac1{\sqrt3}\sum_i\phi_i\phi_i,\qquad C=\frac1{\sqrt6}\sum_{i\ne j}\phi_i\phi_j .$$

Hopping either electron out of $\phi_i\phi_i$ and summing over $i$ produces each ordered product $\phi_i\phi_j$ twice:

$$hD=-\frac{2t}{\sqrt3}\sum_{i\ne j}\phi_i\phi_j=-2\sqrt2\,t\,C .$$

Starting from $C$, each of the six ordered products yields two doubly occupied and two singly occupied products. Each $\phi_i\phi_i$ thus appears $12/3=4$ times and each $\phi_i\phi_j$ appears $12/6=2$ times:

$$hC=-t\left(\frac{4\sqrt3}{\sqrt6}D+2C\right)=-2\sqrt2\,t\,D-2t\,C .$$

In $D$ the repulsion is $U$, and pair transfer to two other lobes adds $2K$. In $C$ the interaction is $V+K$. The energy matrix is

$$M=\begin{pmatrix}U+2K&-2\sqrt2\,t\\-2\sqrt2\,t&V+K-2t\end{pmatrix},$$

and $E_S$ is its lower eigenvalue.

The remaining singlets have weights $w_i$ that sum to zero, where $w_i$ multiplies either $\phi_i\phi_i$ or the symmetric pair state on the two lobes other than $i$. Replacing each sum over two neighbours by $-w_i$ turns the matrix into one with diagonal $U-K$, $V+K+t$ and off-diagonal $\sqrt2\,t$. After subtracting $E_T$, the diagonal entries are $u+t$ and $2K+2t$, and the determinant is

$$(u+t)(2K+2t)-2t^2=2K(u+t)+2tu\ge0 .$$

Both eigenvalues are then non-negative, so these singlets never lie below the triplet. The contest is between $E_S$ and $E_T$.

First set $K=0$. Solving the quadratic for $E_S$ and subtracting it from $E_T$ gives

$$E_T-E_S=-\frac u2+\sqrt{\left(\frac u2+t\right)^2+8t^2}\;>\;t .$$

The inequality holds because the root exceeds $u/2+t$. At $u=0$ the gap is $3t$, the one-electron splitting. For large $u$ it approaches $t$ from above. Strong repulsion does keep the electrons on different lobes, as you say (for the values used below, the probability of finding both on one lobe falls only from 1/3 to 0.18), but it does not align their spins here. Two separated electrons still gain hopping energy $-2t$ in the singlet and only $-t$ in the triplet.

### How much exchange would it take?

The lower eigenvalue of $M$ lies below its second diagonal entry, so

$$E_T-E_S>(V-K-t)-(V+K-2t)=t-2K .$$

Within the model, $K<t/2$ is therefore sufficient for a singlet, whatever the value of $u\ge0$. The actual crossing occurs when $E_T$ is an eigenvalue of $M$:

$$(u+3K+t)(2K-t)=8t^2 .$$

Multiplying out and collecting powers of $K$,

$$6K^2+(2u-t)K-t(u+9t)=0,$$

$$K_c=\frac{-(2u-t)+\sqrt{(2u-t)^2+24t(u+9t)}}{12}.$$

The other root is negative. The singlet wins for $0\le K<K_c$ and the triplet for $K>K_c$.

The formulas for $E_S$ and $E_T$, and the bound $t-2K$, were tested against diagonalization of the full two-electron problem in the three lobes for 80 random parameter sets: $E_T$ in all of them, $E_S$ in the 30 with a singlet ground state, and the bound in the 11 with $K<t/2$. The formula for $K_c$ was checked by a numerical root search for the parameters used below.

### Numbers in the regime of MoS2

Take $t=0.40$, $U=2.0$, $V=1.0$ and $K=0.05$ eV. These are rough model values. The levels are $a_1$ at $-0.80$ eV and $e$ at $0.40$ eV, a splitting of 1.20 eV. For two electrons,

$$E_T=1.0-0.05-0.40=0.55\ \text{eV},$$

$$E_S=\frac{2.10+0.25}{2}-\sqrt{\left(\frac{2.10-0.25}{2}\right)^2+8(0.40)^2}\approx-0.29\ \text{eV}.$$

The triplet lies 0.84 eV above the singlet. The critical exchange is

$$K_c=\frac{-1.6+\sqrt{1.6^2+24(0.40)(4.6)}}{12}\approx0.44\ \text{eV},$$

about nine times the assumed $K$.

"Filled singlet, empty doublet" is slightly idealized. Repulsion mixes some $e^2$ into $a_1^2$, and the occupations are 1.94 and 0.06 electrons. The total spin is still zero, because the admixed state is a singlet too.

At 300 K the thermal energy is 0.02585 eV. The lowest triplet has three spin states and two orbital states, so its population is about $6e^{-0.836/0.02585}\approx5\times10^{-14}$. A magnetic field lowers one triplet component by $2\mu_BB$. Closing the gap this way would need about 7200 T, so neither heat nor a laboratory field produces the moment in this model.

### What the model leaves out

The following changes were made one at a time, with the other parameters fixed.

- Weakening one Mo–Mo link by 25 percent reduces the gap from 0.84 to 0.68 eV; weakening two links by 25 percent reduces it to 0.59 eV.
- Hopping that depends on the occupation of the lobes, with a rough integral of 0.05 eV of either sign, leaves about 0.73 eV in the less favourable case.
- A rough spin–orbit hopping of 0.02 eV, with its spin axis tilted 45° from the layer normal toward the outward direction of each link, splits $e$ by 0.05 eV and mixes about 0.1 percent triplet into the ground state. Both numbers depend on that axis: from normal to in-plane, the splitting runs from 0.07 to 0.001 eV and the admixture from 0.003 to 0.25 percent.

The last item does not create a small moment. With an even number of electrons, a nondegenerate state is mapped onto itself by time reversal, up to a phase. Spin changes sign under that operation, so $\langle\mathbf S\rangle=-\langle\mathbf S\rangle=0$ without a magnetic field.

For the real material, density functional supercell calculations give the same picture: a filled $a_1$ state near the valence-band edge and an empty $e$ doublet in the gap, roughly 1 eV higher. The chosen $t$ reproduces the scale of that one-electron splitting. Other gaps of the model differ from it: the lowest triplet and singlet excitations are 0.84 and 1.37 eV, and the gap for removing one electron and adding one is 2.08 eV. The values of $U$, $V$ and $K$ are less certain, and the 0.84 eV gap should not be read as a prediction for a measured spectrum. The model also omits mixing with band states and does not calculate lattice relaxation. If relaxation keeps the threefold symmetry, its effect on the lobes is to change the parameters, and the condition $K<t/2$ can be applied to the new values, as long as the neglected two-electron integrals, such as those over all three lobes, stay small against the gap $E_T-E_S$ itself, which approaches $t-2K$ at large $u$. Giving the occupation-dependent hopping and the three-lobe integrals a size of 0.04 eV with the least favourable signs lowers the gap from 0.84 to about 0.58 eV for the values above, but makes the triplet the ground state for $U=10$ and $K=0.19$ eV, although $K<t/2$.

### When is there a moment?

**The vacancy is charged.** Doping or a gate can move the Fermi level and so change the charge. Removing one electron from the lobes leaves $a_1^1$, with $S=1/2$, in the model; in the real crystal $a_1$ lies so close to the valence-band edge and mixes so strongly with it that the hole need not stay bound to the vacancy. Adding one gives essentially $a_1^2e^1$, also with $S=1/2$; for the numbers above, the $S=3/2$ state is 0.54 eV higher. The largest spin projection then changes from zero to about $1\,\mu_B$. With the spin–orbit hopping above, the lowest doublet of $a_1^2e^1$ carries this spin along the layer normal and has, at exact threefold symmetry, essentially no in-plane component while the Zeeman energy stays small against the spin–orbit splitting. A distortion can split the $e$ doublet, and it restores the in-plane component: weakening one link by 5 percent gives about $0.55\,\mu_B$ in plane, and by 25 percent about $0.96\,\mu_B$. It cannot pair an odd electron.

**The level order is reversed.** Suppose the hopping element were $+s$ with $s>0$. Then $e$ would be lowest, and two electrons could occupy its two orbitals with parallel spins. The lowest triplet would be at $V-K-2s$. Measured from there, the two singlet matrices have diagonals $(u+3K+2s,\;2K+4s)$ and $(u+2s,\;2K+s)$, with squared off-diagonals $8s^2$ and $2s^2$. For $u>0$ and $K\ge0$ both determinants are positive, so every singlet lies higher. With $s=0.40$ eV and the other values unchanged, the triplet wins by 0.29 eV.

Here your conclusion would hold: there are two electrons, a degenerate lowest level, and exchange or repulsion choosing parallel spins. The same three broken bonds and the same two electrons give a moment in one order of levels, and none in the other as long as $K<K_c$; a weak hopping or a strong exchange would give a triplet there too, for example $t=0.05$ eV with the other values unchanged. With the nondegenerate level at the bottom and a splitting near 1 eV, as for the neutral sulfur vacancy, the two electrons fill that level and pair, in the model with $t$, $U$, $V$ and $K$ only, as long as $K$ stays below $K_c$, which for $3t=1$ eV and $V=1$ eV falls from 0.44 to 0.21 eV as $U$ rises from 1 to 10 eV.

The numerical output below lists the main values used here.

## Calculated quantities

```
Closed-shell electrons, S plus three lobes: 8
Electrons removed with neutral S: 6
Electrons left in the lobes: 2
Same count from Mo donation: 2.0
Mo-Mo distance (rough): 0.316 nm
Mo-S distance (rough): 0.241 nm
Slater exponent (rough): 35.0 1/nm
Angle of lobe to Mo-Mo axis: 49.0 deg
Weights sigma, pi, delta: 0.021, 0.735, 0.244
Overlaps sigma, pi, delta: 0.1524, -0.1100, 0.0198
Overlap of two vacancy lobes: 0.0889
Sign of attractive lobe coupling: -1
Hopping t: 0.40 eV
On-site repulsion U: 2.00 eV
Intersite repulsion V: 1.00 eV
Exchange K: 0.05 eV
Level a1: -0.800 eV
Level e (twice): 0.400 eV
Splitting e - a1: 1.200 eV
Lowest singlet energy: -0.2864 eV
Lowest triplet energy: 0.5500 eV
Triplet minus singlet: 0.8364 eV
Ground-state S(S+1): 0.000
Electrons in a1: 1.941
Electrons in e: 0.059
Sufficient bound t/2 on K: 0.200 eV
Critical exchange, formula: 0.4363 eV
Critical exchange, root search: 0.4363 eV
Critical exchange over K: 8.7
Gap at U = 10000 t, V = K = 0: 0.4003 eV
Reversed hopping, triplet minus singlet: -0.2883 eV
Charge +1, S(S+1): 0.750
Charge -1, E(S=3/2) - E(S=1/2): 0.5410 eV
Temperature: 300 K
Thermal energy: 0.02585 eV
Thermal triplet fraction: 5.34e-14
Field to force a triplet (g = 2): 7225 T
Spin-orbit hopping (rough): 0.020 eV
Spin-orbit splitting of e: 0.0495 eV
Triplet admixture by spin-orbit: 1.23e-03
Largest spin component below 1e-9: True
Gap with one link cut by 25 percent: 0.6763 eV
Density-assisted hopping X (rough): 0.05 eV
Smaller gap for X of either sign: 0.7299 eV
```
